Two electrons of opposite spin move on a ring of length \(L=6\) bohr at inverse temperature \(\beta=5\) hartree\(^{-1}\). They repel through \(U\cos[2\pi(x_1-x_2)/L]\). When \(U\) is raised from 0 to 1 hartree, their static density response at wave number \(2\pi/L\) falls in magnitude from 1.031 to 0.198 bohr\(^{-1}\) hartree\(^{-1}\), a factor of about five. Their imaginary-time density correlation function changes as well, yet its initial slope is \(-0.548311\) hartree in both cases. The response is the area under this function, up to a factor, and the area depends on the interaction. The slope does not, for a reason that two quite different arguments bring out.

## The quantities and the claim

Take \(N\) particles of mass \(m\) in a periodic volume \(V\), with mean density \(n=N/V\) and

\[
H=\sum_j \frac{\mathbf p_j^2}{2m}+W(\mathbf r_1,\dots,\mathbf r_N).
\]

The potential energy \(W\) is local: it depends on positions and not on momenta. Averages are canonical, \(\langle X\rangle=\mathrm{Tr}(e^{-\beta H}X)/Z\) with \(Z=\mathrm{Tr}\,e^{-\beta H}\). For \(\mathbf q\neq0\) define

\[
\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j},\qquad
X(\tau)=e^{\tau H}Xe^{-\tau H},\qquad
F(\mathbf q,\tau)=\frac1N\langle\rho_{\mathbf q}(\tau)\rho_{-\mathbf q}\rangle ,
\]

where \(0\le\tau\le\beta\), so \(\tau\) is an inverse energy. \(F\) is the imaginary-time intermediate scattering function, and \(F(\mathbf q,0)\) is the static structure factor.

For the response the system is taken to be uniform: \(H\) does not change when all particles are shifted together. A weak static potential adds

\[
A(\rho_{\mathbf q}+\rho_{-\mathbf q})=2A\sum_j\cos(\mathbf q\cdot\mathbf r_j)
\]

to \(H\). The response is \(\chi(\mathbf q)=V^{-1}\,d\langle\rho_{\mathbf q}\rangle/dA\) at \(A=0\), so the density changes by \(2A\chi\cos(\mathbf q\cdot\mathbf r)\). The claims are

\[
\chi(\mathbf q)=-n\int_0^\beta F(\mathbf q,\tau)\,d\tau, \tag{1}
\]

\[
F'(\mathbf q,0^+)-F'(\mathbf q,\beta^-)=-\frac{\hbar^2q^2}{m}. \tag{2}
\]

If \(H\) also has time-reversal or inversion symmetry, the two ends share this jump equally. The \(H\) written above is real and so has time reversal; a magnetic flux, considered at the end, can remove it. With the symmetry,

\[
F'(\mathbf q,0^+)=-\frac{\hbar^2q^2}{2m}. \tag{3}
\]

The response is thus the integral of \(F\) multiplied by \(-n\), and the slope is one-sided.

## First derivation: imaginary time

**The response.** Let \(B\) be a perturbation of strength \(\lambda\). The product \(e^{-(\beta-\tau)H}e^{-\tau(H+\lambda B)}\) runs from \(e^{-\beta H}\) at \(\tau=0\) to \(e^{-\beta(H+\lambda B)}\) at \(\tau=\beta\). In its derivative the two terms with \(H\) cancel:

\[
\frac{d}{d\tau}\left[e^{-(\beta-\tau)H}e^{-\tau(H+\lambda B)}\right]
=-\lambda\,e^{-(\beta-\tau)H}B\,e^{-\tau(H+\lambda B)} .
\]

Integrate over \(\tau\). The right side already carries a factor \(\lambda\), so to first order \(\lambda\) may be dropped in its exponent:

\[
e^{-\beta(H+\lambda B)}=e^{-\beta H}-\lambda\int_0^\beta e^{-\beta H}B(\tau)\,d\tau+O(\lambda^2).
\]

Multiply by an operator \(C\) and take the trace:

\[
\mathrm{Tr}\left[e^{-\beta(H+\lambda B)}C\right]=Z\left[\langle C\rangle-\lambda\int_0^\beta\langle B(\tau)C\rangle d\tau\right]+O(\lambda^2).
\]

With \(C=1\) this gives the new partition function \(Z(1-\lambda\beta\langle B\rangle)\), because \(\langle B(\tau)\rangle=\langle B\rangle\). Dividing the two expressions gives

\[
\frac{d\langle C\rangle}{d\lambda}=-\int_0^\beta\left[\langle B(\tau)C\rangle-\langle B\rangle\langle C\rangle\right]d\tau .
\]

Now set \(\lambda=A\), \(B=\rho_{\mathbf q}+\rho_{-\mathbf q}\) and \(C=\rho_{\mathbf q}\). A common shift of all particles by \(\mathbf a\) multiplies \(\rho_{\mathbf q}\) by \(e^{-i\mathbf q\cdot\mathbf a}\) but leaves averages of the uniform system unchanged. Hence \(\langle\rho_{\mathbf q}\rangle=0\) and \(\langle\rho_{\mathbf q}(\tau)\rho_{\mathbf q}\rangle=0\). What remains is

\[
\frac{d\langle\rho_{\mathbf q}\rangle}{dA}=-\int_0^\beta\langle\rho_{-\mathbf q}(\tau)\rho_{\mathbf q}\rangle d\tau=-N\int_0^\beta F(-\mathbf q,\tau)\,d\tau .
\]

Moving factors around the trace relates the two signs of \(\mathbf q\):

\[
\begin{aligned}
NZ\,F(-\mathbf q,\tau)&=\mathrm{Tr}\left[e^{-(\beta-\tau)H}\rho_{-\mathbf q}e^{-\tau H}\rho_{\mathbf q}\right]\\
&=\mathrm{Tr}\left[e^{-\tau H}\rho_{\mathbf q}e^{-(\beta-\tau)H}\rho_{-\mathbf q}\right]
=NZ\,F(\mathbf q,\beta-\tau).
\end{aligned} \tag{4}
\]

The integrals of \(F(-\mathbf q,\tau)\) and \(F(\mathbf q,\tau)\) over the full interval are therefore equal. Division by \(V\) gives (1).

**The slope.** Since \(dX(\tau)/d\tau=[H,X(\tau)]\),

\[
F'(\mathbf q,0^+)=\frac1N\langle[H,\rho_{\mathbf q}]\rho_{-\mathbf q}\rangle .
\]

At the other end, (4) gives \(F'(\mathbf q,\beta^-)=-F'(-\mathbf q,0^+)=-\langle[H,\rho_{-\mathbf q}]\rho_{\mathbf q}\rangle/N\). In equilibrium the average of any commutator with \(H\) vanishes. Applied to \([H,\rho_{-\mathbf q}\rho_{\mathbf q}]\), this means \(\langle[H,\rho_{-\mathbf q}]\rho_{\mathbf q}\rangle=-\langle\rho_{-\mathbf q}[H,\rho_{\mathbf q}]\rangle\). Hence

\[
F'(\mathbf q,0^+)-F'(\mathbf q,\beta^-)=\frac1N\langle[[H,\rho_{\mathbf q}],\rho_{-\mathbf q}]\rangle . \tag{5}
\]

The local \(W\) commutes with \(\rho_{\mathbf q}\) and drops out. For the kinetic energy use \(\mathbf p\,e^{-i\mathbf q\cdot\mathbf r}=e^{-i\mathbf q\cdot\mathbf r}(\mathbf p-\hbar\mathbf q)\) twice:

\[
[H,\rho_{\mathbf q}]=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}\,\frac{-2\hbar\mathbf q\cdot\mathbf p_j+\hbar^2q^2}{2m}.
\]

In the commutator with \(\rho_{-\mathbf q}\), the term \(\hbar^2q^2\) gives nothing, and \(\mathbf p_j\) acts on the exponential of particle \(j\) alone. With \([\mathbf p,e^{i\mathbf q\cdot\mathbf r}]=\hbar\mathbf q\,e^{i\mathbf q\cdot\mathbf r}\),

\[
[[H,\rho_{\mathbf q}],\rho_{-\mathbf q}]=-\sum_j e^{-i\mathbf q\cdot\mathbf r_j}\,\frac{\hbar\mathbf q}{m}\cdot\hbar\mathbf q\,e^{i\mathbf q\cdot\mathbf r_j}=-\frac{N\hbar^2q^2}{m}.
\]

This is a number, so no knowledge of the state is needed, and (2) follows.

To reach (3) one needs \(F(\mathbf q,\tau)=F(-\mathbf q,\tau)\). Inversion symmetry gives it at once. With time reversal, \(H\) is real in the position representation, so the kernels of \(e^{-\tau H}\) and \(e^{-(\beta-\tau)H}\) are real and symmetric. Exchanging the two configurations summed over in the trace then exchanges \(\rho_{\mathbf q}\) and \(\rho_{-\mathbf q}\). By (4), \(F\) is now symmetric about \(\beta/2\), its end slopes are opposite, and each carries half the jump.

## Second derivation: real time

The same quantities can be reached by following an isolated system in real time. Let \(|a\rangle\) be common eigenstates of \(H\) and the total momentum, with energies \(E_a\) and weights \(p_a=e^{-\beta E_a}/Z\). Write

\[
\varepsilon_{ba}=E_b-E_a,\qquad M_{ba}=|\langle b|\rho_{-\mathbf q}|a\rangle|^2 .
\]

Inserting these states into the definition of \(F\) gives

\[
F(\mathbf q,\tau)=\frac1N\sum_{ab}p_aM_{ba}e^{-\tau\varepsilon_{ba}}. \tag{6}
\]

**A field switched on slowly.** Let the field grow as \(Ae^{\eta t}\), and write the density matrix as \(\hat\rho_0+Ae^{\eta t}R\) with \(\hat\rho_0=e^{-\beta H}/Z\). To first order in \(A\) the equation of motion reads

\[
i\hbar\eta R=[H,R]+[B,\hat\rho_0].
\]

Its matrix elements give

\[
R_{ba}=-\frac{p_a-p_b}{\varepsilon_{ba}-i\hbar\eta}\,B_{ba}.
\]

If \(E_a=E_b\), the numerator vanishes for every \(\eta>0\). The other terms have a plain limit as \(\eta\to0\). In \(\mathrm{Tr}(R\rho_{\mathbf q})\), momentum conservation keeps the part \(\rho_{-\mathbf q}\) of \(B\), and \(\langle b|\rho_{-\mathbf q}|a\rangle\langle a|\rho_{\mathbf q}|b\rangle=M_{ba}\). The response of the isolated system is therefore

\[
\chi_{\rm iso}(\mathbf q)=-\frac1V\sum_{E_a\ne E_b}\frac{p_a-p_b}{\varepsilon_{ba}}M_{ba}.
\]

Compare this with the integral of (6). Since \(p_b=p_ae^{-\beta\varepsilon_{ba}}\),

\[
\int_0^\beta p_ae^{-\tau\varepsilon_{ba}}d\tau=
\begin{cases}(p_a-p_b)/\varepsilon_{ba}, & E_a\neq E_b,\\ \beta p_a, & E_a=E_b,\end{cases}
\]

and so

\[
-n\int_0^\beta F\,d\tau=\chi_{\rm iso}(\mathbf q)-\frac{\beta}{V}\sum_{E_a=E_b}p_aM_{ba}. \tag{7}
\]

This route reproduces (1) if the density operator does not connect states of equal energy. Otherwise a term is missing, and its meaning is simple. Within a set of degenerate states \(\hat\rho_0\) is a multiple of the unit matrix, which slow switching leaves alone. A system in contact with a heat bath behaves differently: the field splits the degenerate levels in first order, and the lower ones gain weight. If \(b_i\) are the eigenvalues of \(B\) within the set, the weights change by \(-\beta Ap_ab_i\) relative to the normalization, and \(\langle B\rangle\) changes by \(-\beta Ap_a\sum_ib_i^2\). By momentum conservation only one of \(\rho_{\mathbf q}\) and \(\rho_{-\mathbf q}\) connects a given pair of states, so \(\sum_ib_i^2=\sum_{ab}|B_{ba}|^2=2\sum_{ab}M_{ba}\) with \(a\) and \(b\) in the set. The two parts of \(B\) contribute equally, so \(\langle\rho_{\mathbf q}\rangle\) changes by \(-\beta Ap_a\sum_{ab}M_{ba}\). Divided by \(VA\) and summed over all degenerate sets, this is the extra term in (7).

**A sudden kick.** For the slope, let the potential act as a pulse \(\phi\,\delta(t)B\), with \(\phi\) an action. The pulse multiplies the wave function by \(e^{-i\phi B/\hbar}\). Positions are unchanged, and each momentum is shifted by the impulse

\[
\mathbf p_j\to\mathbf p_j-\phi\nabla_jB=\mathbf p_j+2\phi\,\mathbf q\sin(\mathbf q\cdot\mathbf r_j).
\]

The density then starts to move according to the continuity equation,

\[
\dot\rho_{\mathbf q}=\frac i\hbar[H,\rho_{\mathbf q}]=-\frac{i}{2m}\sum_j\mathbf q\cdot\left(\mathbf p_je^{-i\mathbf q\cdot\mathbf r_j}+e^{-i\mathbf q\cdot\mathbf r_j}\mathbf p_j\right).
\]

Before the pulse its average is zero. The pulse changes the operator by

\[
-\frac{2i\phi q^2}{m}\sum_j\sin(\mathbf q\cdot\mathbf r_j)e^{-i\mathbf q\cdot\mathbf r_j}
=-\frac{\phi q^2}{m}\sum_j\left(1-e^{-2i\mathbf q\cdot\mathbf r_j}\right).
\]

In a uniform system the last exponential averages to zero, so

\[
\frac{d\langle\rho_{\mathbf q}\rangle}{dt}\bigg|_{0^+}=-\frac{N\phi q^2}{m}. \tag{8}
\]

The forces between the particles do not enter. They depend on positions, which have not yet changed, and they need time to alter the velocities.

The same initial rate can be written with eigenstates. To first order in \(\phi\) the density after the pulse is \((i\phi/\hbar)\langle[B,\rho_{\mathbf q}(t)]\rangle\), where here \(\rho_{\mathbf q}(t)=e^{iHt/\hbar}\rho_{\mathbf q}e^{-iHt/\hbar}\). The product \(\rho_{\mathbf q}(t)B\) has the average \(\sum_{ab}p_aM_{ba}e^{-i\varepsilon_{ba}t/\hbar}\). The opposite order, after exchange of the labels \(a\) and \(b\), has \(p_b\) in place of \(p_a\). Thus

\[
\delta\langle\rho_{\mathbf q}(t)\rangle=-\frac{i\phi}{\hbar}\sum_{ab}(p_a-p_b)M_{ba}e^{-i\varepsilon_{ba}t/\hbar}.
\]

Its derivative at \(t=0^+\) is \(-(\phi/\hbar^2)\sum_{ab}(p_a-p_b)\varepsilon_{ba}M_{ba}\). Equating this with (8) gives

\[
\frac1N\sum_{ab}(p_a-p_b)\varepsilon_{ba}M_{ba}=\frac{\hbar^2q^2}{m}. \tag{9}
\]

From (6), \(F'(\mathbf q,0^+)=-N^{-1}\sum p_a\varepsilon_{ba}M_{ba}\). At \(\tau=\beta\) the factor \(e^{-\beta\varepsilon_{ba}}\) turns \(p_a\) into \(p_b\). The difference of the two slopes is minus the left side of (9), which is (2).

With the dynamic structure factor \(S(\mathbf q,\omega)=N^{-1}\sum_{ab}p_aM_{ba}\,\delta(\omega-\varepsilon_{ba}/\hbar)\), equation (6) becomes \(F=\int S\,e^{-\tau\hbar\omega}d\omega\). Under the symmetry needed for (3), the initial slope is then the f-sum rule:

\[
-F'(\mathbf q,0^+)=\int_{-\infty}^{\infty}\hbar\omega\,S(\mathbf q,\omega)\,d\omega=\frac{\hbar^2q^2}{2m}.
\]

## The two electrons again

In Hartree atomic units \(\hbar=m=1\), and \(n=2/6\) bohr\(^{-1}\). Let \(q_k=2\pi k/L\). For \(U=1\) hartree, full diagonalization of the model gives the following values, with the integral in hartree\(^{-1}\) and \(\chi\) in bohr\(^{-1}\) hartree\(^{-1}\).

| | \(F(0)\) | \(F(\beta/2)\) | \(\int F\,d\tau\) | \(\chi\) |
|---|---|---|---|---|
| \(q_1\) | 0.3920 | 0.0329 | 0.5952 | −0.1984 |
| \(q_2\) | 1.1686 | 0.1925 | 1.9170 | −0.6390 |
| \(q_3\) | 0.9746 | 0.0020 | 0.4430 | −0.1477 |

At \(q_1=1.0472\) bohr\(^{-1}\) the two relations read

\[
\chi=-\tfrac13(0.5952)=-0.1984,\qquad F'(0^+)=-\tfrac12(1.0472)^2=-0.5483 .
\]

In other units these are \(-0.138\) nm\(^{-1}\) eV\(^{-1}\) and \(-14.92\) eV. Diagonalization in a small static field gives the same \(\chi\), as the numerical check confirms.

The opening puzzle can now be read from \(F\). For two particles \(F(0)=1+\langle\cos q(x_1-x_2)\rangle\). Without interaction the cosine averages to zero and \(F(0)=1\). The repulsion favours opposite sides of the ring, where \(\cos(q_1L/2)=-1\), and \(F(0)\) drops to 0.392. The ratio \(-F'(0^+)/F(0)\) is the mean excitation energy weighted by \(S(q,\omega)\). It rises from 0.548 to \(0.5483/0.3920=1.40\) hartree. The curve starts lower and falls by a larger fraction of its height, so its area shrinks while its slope at the origin stays fixed.

By (6), \(F\) is a sum of exponentials with positive weights and is therefore convex. Its end values agree, because \(\rho_{\mathbf q}\) and \(\rho_{-\mathbf q}\) commute. Hence \(F(\tau)\le F(0)\) and \(|\chi|\le n\beta F(0)\). The classical result \(\chi\approx-n\beta F(0)\) needs an \(F\) that hardly varies. Convexity and (3) bound its drop by \(\beta\hbar^2q^2/4m\), reached at most at \(\beta/2\), so it is sufficient that this be small compared with \(F(0)\). Here the drop is large: at \(q_1\) the integral is 0.595, against \(\beta F(0)=1.960\) hartree\(^{-1}\).

In a path-integral calculation \(\beta\) is divided into \(P\) slices of width \(\Delta=\beta/P\), and \(F(j\Delta)\) is the correlation between densities \(j\) slices apart. Two errors of order \(\Delta^2\) arise. The first comes from the propagator \(e^{-\Delta W/2}e^{-\Delta T}e^{-\Delta W/2}\), with \(T\) the kinetic energy. Reversing the sign of \(\Delta\) inverts this product, so its logarithm is odd in \(\Delta\): it is \(-\Delta H\) plus terms of order \(\Delta^3\). Each slice is thus the exact propagator of a Hamiltonian \(H+O(\Delta^2)\), and \(F\) is in error by terms of order \(\Delta^2\). For the smooth potential used here, \(F(\beta/2)\) at \(q_1\) is too low by 0.15% of its value with 40 slices, and the error falls by a factor of 3.99 with 80.

The second error comes from replacing the integral by a sum over slices. As \(F(0)=F(\beta)\), the sum is the trapezoidal rule, whose leading error follows from the Euler–Maclaurin formula and (2):

\[
\Delta\sum_{j=0}^{P-1}F(j\Delta)-\int_0^\beta F\,d\tau\approx\frac{\Delta^2}{12}\left[F'(\beta^-)-F'(0^+)\right]=\frac{\Delta^2\hbar^2q^2}{12m}.
\]

For 40 slices \(\Delta=0.125\) hartree\(^{-1}\), and the estimate is \(0.015625\times1.0966/12=1.428\times10^{-3}\) hartree\(^{-1}\). The error found with the exact \(F\) is \(1.427\times10^{-3}\), or 0.24% of the integral. This part is known without knowing the interaction, but it is only one of the two errors of order \(\Delta^2\), and removing it alone need not improve the result. At \(q_1\) the two errors have opposite signs and nearly cancel: with 40 slices the sum of the sliced \(F\) exceeds the exact integral by only \(9\times10^{-5}\) hartree\(^{-1}\), and subtracting the estimate would leave an error of \(-1.34\times10^{-3}\) hartree\(^{-1}\).

## What each derivation assumes

**Contact with a bath.** The first derivation supposes that the system is in equilibrium in the presence of the field. The second lets an isolated system evolve, and it reaches (1) if the equal-energy term in (7) vanishes. On the ring, reflection gives states of total momentum \(\hbar q_1K\) and \(-\hbar q_1K\) the same energy, with \(K\) an integer. The operator \(\rho_{-q_2}\) raises \(K\) by 2 and so connects \(K=-1\) with its mirror image \(K=1\). The isolated response at \(q_2\) is \(-0.4264\), the equal-energy part is \(-0.2127\), and their sum is the isothermal value \(-0.6390\). A third of the response is missing without the bath. At \(q_1\) a mirror pair would need \(K+1=-K\), which no integer satisfies; the computed term is zero and the two responses agree.

**Uniformity.** Both derivations of (1) use it. For the slope, the kick argument uses it to remove \(\langle\rho_{2\mathbf q}\rangle\), whereas the double commutator is a number in any local potential. Equations (2) and (3) thus extend to nonuniform systems under their other conditions. Adding a local external potential to the ring leaves the slope at \(-0.5483\) hartree.

**Locality.** Neither derivation of (1) uses it, but both need it for the slope. In the first, \(W\) drops out of (5) because it commutes with \(\rho_{\mathbf q}\); it would be enough that its double commutator averaged to zero. In the second, the velocity is taken to be \(\mathbf p/m\), up to a function of the positions such as a vector potential, so that a kick changes it by a known amount. A nonlocal potential \(W_{\rm nl}\) adds \(\langle[[W_{\rm nl},\rho_{\mathbf q}],\rho_{-\mathbf q}]\rangle/2N\) to the slope in (3). A projector of strength \(-1\) hartree onto the normalized state proportional to \(e^{\cos q_1x}\), acting on each electron, moves the slope at \(q_1\) to \(-1.094\) hartree.

**Time reversal or inversion.** Neither derivation needs it for (1) or (2), but (3) does. A magnetic flux through the ring replaces \(p\) by \(p\) minus a constant, which leaves the double commutator unchanged and, unless the flux is an integer or half-integer number of quanta, breaks both symmetries. With 0.2 flux quanta the end slopes at \(q_1\) are \(-0.5624\) and \(+0.5343\) hartree. Neither has the magnitude 0.5483, yet their difference is still \(-q_1^2=-1.0966\) hartree.

**Statistics.** \(H\) and \(\rho_{\mathbf q}\) are symmetric under exchange of particles, so every trace and every sum over states may be restricted to the symmetric or antisymmetric functions. For two electrons of equal spin \(\chi(q_1)\) becomes \(-0.157\) bohr\(^{-1}\) hartree\(^{-1}\), and the slope remains \(-0.5483\) hartree.

The first derivation never refers to excited states, which suits a simulation that samples \(F\) directly. The second shows why the slope is blind to the interaction: it records the first motion after a kick, before the forces have had time to act.

## Computed values

```
ring length L = 6.0 bohr
inverse temperature beta = 5.0 1/hartree
repulsion U = 1.0 hartree
density n = 0.333333 1/bohr
chi unit below: 1/(bohr hartree)
q1 = 1.047198 1/bohr
  F(0) = 0.391962, F(beta/2) = 0.032902 (no unit)
  integral of F = 0.595216 1/hartree
  beta*F(0) = 1.959808 1/hartree
  chi from F = -0.198405, from field = -0.198405
  slope = -0.548311, -q^2/2 = -0.548311 hartree
q2 = 2.094395 1/bohr
  F(0) = 1.168605, F(beta/2) = 0.192469 (no unit)
  integral of F = 1.917046 1/hartree
  beta*F(0) = 5.843025 1/hartree
  chi from F = -0.639015, from field = -0.639015
  slope = -2.193245, -q^2/2 = -2.193245 hartree
q3 = 3.141593 1/bohr
  F(0) = 0.974611, F(beta/2) = 0.001984 (no unit)
  integral of F = 0.443032 1/hartree
  beta*F(0) = 4.873057 1/hartree
  chi from F = -0.147677, from field = -0.147677
  slope = -4.934802, -q^2/2 = -4.934802 hartree
U=0, q1: F(0) = 1.000000 (no unit)
U=0, q1: F(beta/2) = 0.451675 (no unit)
U=0, q1: chi = -1.030665 1/(bohr hartree)
U=0, q1: slope = -0.548311 hartree
equal spins, q1: chi = -0.157157 1/(bohr hartree)
equal spins, q1: slope = -0.548311 hartree
q1: equal-energy part of chi = -0.000000
q1: isolated-system chi = -0.198405
q2: equal-energy part of chi = -0.212659
q2: isolated-system chi = -0.426356
flux = 0.2 flux quanta, q1:
  slope at 0 = -0.562365 hartree
  slope at beta = 0.534258 hartree
  jump = -1.096623, -q^2 = -1.096623 hartree
local external potential: slope = -0.548311 hartree
nonlocal strength = -1.0 hartree
nonlocal potential: slope = -1.093859 hartree
Trotter error of F(beta/2), 40 slices = -5.097e-05
Trotter error of F(beta/2), 80 slices = -1.278e-05
Trotter error ratio = 3.9893
slice-sum error, 40 slices = 1.4269e-03 1/hartree
predicted leading error = 1.4279e-03 1/hartree
q1: chi = -0.13778 1/(nm eV)
q1: slope = -14.92031 eV
```
